# Ionization energy from a Kohn-Sham orbital energy at half occupation: a numerical check

```python
"""Half-occupation (transition-state) estimate of an ionization energy.

E(n): self-consistent Kohn-Sham energy with occupation n in one spin orbital.
eps(n): energy of that orbital.  I = E(0) - E(1): delta-SCF ionization energy.
Result under test: dE/dn = eps(n), and -eps(1/2) = I + R, where R has no
contribution from the quadratic term of E(n); R = E'''(1/2)/24 + ... .
Example: free water molecule, spin-polarized LDA, holes in lone pair and O 1s.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf, dft, cc, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
OH_LENGTH, ANGLE = 0.96, 104.5      # angstrom, degree
STEP = 0.04                         # occupation step for finite differences


def water(length=OH_LENGTH, basis="def2-tzvp", charge=0):
    half = np.radians(ANGLE / 2)
    y, z = length * np.sin(half), length * np.cos(half)
    atoms = [("O", (0, 0, 0)), ("H", (0, y, z)), ("H", (0, -y, z))]
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=charge,
                 verbose=0)


def neutral_state(mol, grid_level):
    mf = dft.UKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = grid_level
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def fractional_state(neutral, orbital, n, start=None):
    """Self-consistent state with occupation n in one spin-down orbital,
    followed by its overlap with the orbital of the neutral molecule."""
    mol = neutral.mol
    reference = neutral.mo_coeff[1][:, orbital] @ neutral.get_ovlp()
    n_up, n_down = mol.nelec

    def occupations(energies=None, coeffs=None):
        occ = np.zeros((2, len(energies[0])))
        occ[0, np.argsort(energies[0])[:n_up]] = 1
        target = int(np.argmax(abs(reference @ coeffs[1])))
        others = [k for k in np.argsort(energies[1]) if k != target]
        occ[1, others[:n_down - 1]] = 1
        occ[1, target] = n
        return occ

    mf = dft.UKS(mol)
    mf.xc = neutral.xc
    mf.grids = neutral.grids
    mf._eri = neutral._eri
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.get_occ = occupations
    if start is None:
        start = np.asarray(neutral.make_rdm1())
    mf.kernel(dm0=start)
    assert mf.converged
    target = int(np.argmax(abs(reference @ mf.mo_coeff[1])))
    return mf, target


def frozen_energy(mf, target, n):
    """Total and xc energy in eV with the orbitals of mf held fixed."""
    occ = np.array(mf.mo_occ, dtype=float)
    occ[1, target] = n
    dm = np.array([(c * o) @ c.T for c, o in zip(mf.mo_coeff, occ)])
    veff = mf.get_veff(mf.mol, dm)
    total = mf.energy_tot(dm, mf.get_hcore(), veff)
    return float(total) * EV, float(np.real(veff.exc)) * EV


# Remainders for a general fifth-degree energy curve, by symbolic algebra
x = sp.symbols("x")
curve = sum(a * x**k for k, a in enumerate(sp.symbols("a0:6")))
slope = sp.diff(curve, x)
mid = sp.Rational(1, 2)
third = sp.diff(curve, x, 3).subs(x, mid)
fifth = sp.diff(curve, x, 5).subs(x, mid)
difference = curve.subs(x, 1) - curve.subs(x, 0)
ends = (slope.subs(x, 0) + slope.subs(x, 1)) / 2
assert sp.expand(difference - slope.subs(x, mid)
                 - third / 24 - fifth / 1920) == 0
assert sp.expand(difference - ends + third / 12 + fifth / 480) == 0

# Exact integral remainder, on a function whose series converges slowly
shift = 0.05
mean = quad(lambda n: (n + shift)**(1 / 3), 0, 1)[0]
kernel_part = quad(lambda n: 0.5 * min(n, 1 - n)**2 * (-2 / 9)
                   * (n + shift)**(-5 / 3), 0, 1, points=[0.5])[0]
assert abs(mean - (0.5 + shift)**(1 / 3) - kernel_part) < 1e-8

mol = water()
neutral = neutral_state(mol, 1)
roots, weights = np.polynomial.legendre.leggauss(5)
nodes, weights = (roots + 1) / 2, weights / 2
homo = mol.nelec[1] - 1
print(f"O-H length {OH_LENGTH:.2f} angstrom, angle {ANGLE:.1f} degree")
print(f"Neutral LDA total energy: {neutral.e_tot:.5f} hartree")

results = {}
for name, orbital in (("lone pair", homo), ("O 1s", 0)):
    energy = {1.0: neutral.e_tot * EV}
    eps = {1.0: neutral.mo_energy[1][orbital] * EV}
    wanted = sorted([0.0, 0.5 - STEP, 0.5 + STEP]
                    + [round(float(n), 12) for n in nodes], reverse=True)
    density = None
    for n in wanted:
        mf, target = fractional_state(neutral, orbital, n, density)
        density = np.asarray(mf.make_rdm1())
        energy[n] = mf.e_tot * EV
        eps[n] = mf.mo_energy[1][target] * EV
        if n == 0.5:
            half_state, half_target = mf, target
    ionization = energy[0.0] - energy[1.0]
    lo, hi = 0.5 - STEP, 0.5 + STEP
    curvature = (eps[hi] - eps[lo]) / (2 * STEP)
    eps_second = (eps[hi] - 2 * eps[0.5] + eps[lo]) / STEP**2

    # Slope of the energy against the orbital energy; the tolerance
    # covers the known truncation error of a central difference.
    numeric_slope = (energy[hi] - energy[lo]) / (2 * STEP)
    tolerance = 1e-3 + 1.5 * STEP**2 / 6 * abs(eps_second)
    assert abs(numeric_slope - eps[0.5]) < tolerance
    integral = -sum(w * eps[round(float(n), 12)]
                    for n, w in zip(nodes, weights))
    assert abs(integral - ionization) < (0.01 if orbital == homo else 0.1)

    # Frozen orbitals taken from the half-occupied state
    f_lo, f_mid, f_hi, f_0, f_1 = [
        frozen_energy(half_state, half_target, n)
        for n in (lo, 0.5, hi, 0.0, 1.0)]
    assert abs((f_hi[0] - f_lo[0]) / (2 * STEP) - eps[0.5]) < 0.05
    frozen_curv = (f_hi[0] - 2 * f_mid[0] + f_lo[0]) / STEP**2
    xc_curv = (f_hi[1] - 2 * f_mid[1] + f_lo[1]) / STEP**2
    vec = half_state.mo_coeff[1][:, half_target]
    orbital_density = np.outer(vec, vec)
    coulomb = scf.hf.get_jk(mol, orbital_density)[0]
    self_repulsion = np.sum(coulomb * orbital_density) * EV
    assert abs(frozen_curv - xc_curv - self_repulsion) < 1e-3
    assert curvature < frozen_curv

    remainder = -eps[0.5] - ionization
    frozen_part = f_1[0] - f_0[0] - eps[0.5]
    unrelaxed = frozen_energy(neutral, orbital, 0.0)[0]
    relaxation = unrelaxed - energy[0.0]
    assert relaxation > 0
    assert abs(remainder) < 0.1 * curvature / 2
    assert abs(remainder) < 0.1 * abs(-eps[1.0] - ionization)
    results[name] = (ionization, -eps[0.5])

    print(f"[{name}] delta-SCF ionization energy I: {ionization:.3f} eV")
    print(f"[{name}] -eps(1): {-eps[1.0]:.3f} eV")
    print(f"[{name}] -eps(1/2): {-eps[0.5]:.3f} eV")
    print(f"[{name}] -eps(0): {-eps[0.0]:.3f} eV")
    print(f"[{name}] end average minus I: "
          f"{-(eps[0.0] + eps[1.0]) / 2 - ionization:.3f} eV")
    print(f"[{name}] five-point integral of -eps: {integral:.3f} eV")
    print(f"[{name}] numerical dE/dn at 1/2: {numeric_slope:.3f} eV")
    print(f"[{name}] remainder R = -eps(1/2) - I: {remainder:.3f} eV")
    print(f"[{name}] leading term E'''(1/2)/24: {eps_second / 24:.3f} eV")
    print(f"[{name}] R, frozen xc part: {frozen_part:.3f} eV")
    print(f"[{name}] R, relaxation part: {remainder - frozen_part:.3f} eV")
    print(f"[{name}] relaxed curvature at 1/2: {curvature:.3f} eV")
    print(f"[{name}] frozen curvature at 1/2: {frozen_curv:.3f} eV")
    print(f"[{name}] self-repulsion J: {self_repulsion:.3f} eV")
    print(f"[{name}] xc part of frozen curvature: {xc_curv:.3f} eV")
    print(f"[{name}] I with neutral orbitals frozen: "
          f"{unrelaxed - energy[1.0]:.3f} eV")
    print(f"[{name}] hole relaxation energy: {relaxation:.3f} eV")

# Photoelectron from the lone pair
wavelength = 13.5                   # nm
photon = const.h * const.c / (wavelength * 1e-9) / const.e
ion_lda, half_lda = results["lone pair"]
assert half_lda < photon < results["O 1s"][1]
print(f"Photon energy at {wavelength} nm: {photon:.2f} eV")
print(f"Photoelectron energy from -eps(1/2): {photon - half_lda:.2f} eV")
print(f"Photoelectron energy from I: {photon - ion_lda:.2f} eV")

# Sizes of neglected effects
cc_energy = []
for charge in (0, 1):
    molecule = water(charge=charge)
    hf = (scf.UHF(molecule) if charge else scf.RHF(molecule)).run()
    solver = cc.CCSD(hf, frozen=1)
    solver.conv_tol = 1e-7
    solver.kernel()
    assert hf.converged and solver.converged
    cc_energy.append((solver.e_tot + solver.ccsd_t()) * EV)
cc_ion = cc_energy[1] - cc_energy[0]
print(f"CCSD(T) vertical ionization energy, same basis: {cc_ion:.3f} eV")
print(f"LDA delta-SCF minus CCSD(T): {ion_lda - cc_ion:.3f} eV")
print(f"LDA -eps(1/2) minus CCSD(T): {half_lda - cc_ion:.3f} eV")

large = neutral_state(water(basis="def2-tzvpd"), 3)
state, target = fractional_state(large, homo, 0.5)
change = -state.mo_energy[1][target] * EV - half_lda
print(f"Diffuse basis and finer grid, change of -eps(1/2): {change:.3f} eV")

lengths = np.array([0.96, 1.00, 1.04])
cation = []
for length in lengths:
    hf = scf.UHF(water(length=length, charge=1)).run()
    assert hf.converged
    cation.append(mp.UMP2(hf).run().e_tot * EV)
a, b, c = np.polyfit(lengths - OH_LENGTH, np.array(cation) - cation[0], 2)
assert a > 0
print(f"Cation O-H length at MP2 minimum: {OH_LENGTH - b/(2*a):.3f} angstrom")
print(f"Cation stretch relaxation energy: {b * b / (4 * a):.3f} eV")

permittivity, radius = 2.25, 0.3    # optical value; nm
born = ((1 - 1 / permittivity) * const.e
        / (8 * np.pi * const.epsilon_0 * radius * 1e-9))
print(f"Born inputs: permittivity {permittivity}, radius {radius} nm")
print(f"Born polarization energy inside a film: {born:.2f} eV")
print("checks complete")
```

Running it gives:

```
O-H length 0.96 angstrom, angle 104.5 degree
Neutral LDA total energy: -75.90089 hartree
[lone pair] delta-SCF ionization energy I: 13.078 eV
[lone pair] -eps(1): 7.140 eV
[lone pair] -eps(1/2): 13.046 eV
[lone pair] -eps(0): 19.131 eV
[lone pair] end average minus I: 0.058 eV
[lone pair] five-point integral of -eps: 13.078 eV
[lone pair] numerical dE/dn at 1/2: -13.046 eV
[lone pair] remainder R = -eps(1/2) - I: -0.031 eV
[lone pair] leading term E'''(1/2)/24: -0.034 eV
[lone pair] R, frozen xc part: 0.055 eV
[lone pair] R, relaxation part: -0.087 eV
[lone pair] relaxed curvature at 1/2: 12.070 eV
[lone pair] frozen curvature at 1/2: 17.991 eV
[lone pair] self-repulsion J: 20.855 eV
[lone pair] xc part of frozen curvature: -2.865 eV
[lone pair] I with neutral orbitals frozen: 15.835 eV
[lone pair] hole relaxation energy: 2.758 eV
[O 1s] delta-SCF ionization energy I: 535.157 eV
[O 1s] -eps(1): 506.136 eV
[O 1s] -eps(1/2): 536.769 eV
[O 1s] -eps(0): 555.497 eV
[O 1s] end average minus I: -4.340 eV
[O 1s] five-point integral of -eps: 535.159 eV
[O 1s] numerical dE/dn at 1/2: -536.760 eV
[O 1s] remainder R = -eps(1/2) - I: 1.612 eV
[O 1s] leading term E'''(1/2)/24: 1.297 eV
[O 1s] R, frozen xc part: 1.865 eV
[O 1s] R, relaxation part: -0.252 eV
[O 1s] relaxed curvature at 1/2: 56.069 eV
[O 1s] frozen curvature at 1/2: 96.027 eV
[O 1s] self-repulsion J: 129.425 eV
[O 1s] xc part of frozen curvature: -33.397 eV
[O 1s] I with neutral orbitals frozen: 554.721 eV
[O 1s] hole relaxation energy: 19.564 eV
Photon energy at 13.5 nm: 91.84 eV
Photoelectron energy from -eps(1/2): 78.79 eV
Photoelectron energy from I: 78.76 eV
CCSD(T) vertical ionization energy, same basis: 12.487 eV
LDA delta-SCF minus CCSD(T): 0.591 eV
LDA -eps(1/2) minus CCSD(T): 0.559 eV
Diffuse basis and finer grid, change of -eps(1/2): 0.064 eV
Cation O-H length at MP2 minimum: 1.006 angstrom
Cation stretch relaxation energy: 0.091 eV
Born inputs: permittivity 2.25, radius 0.3 nm
Born polarization energy inside a film: 1.33 eV
checks complete
```
